# Optimal Wall Thickness in Deep Laminar Microchannel Coolers

A silicon cooler has water channels 20 µm wide, separated by walls 20 µm thick. Halving the wall thickness lowers the fin conductance per chip area by 5.72 %. Doubling it also lowers it by 5.72 %. The derivation below shows that, for deep channels of fixed width, the maximum lies where wall and channel are equally wide, and the loss is the same on either side for equal factors in thickness. In this deep limit neither feature depends on the conductivity of silicon or of water.

## 1. Model and conventions

Parallel channels of width $w$ run along $x$. Walls of thickness $t$ separate them, so the pitch is $w+t$. The coordinate $y$ crosses a channel, and $z$ measures depth from the wall root, which is on the heated side. The solid has conductivity $k$ and the coolant $k_f$. Temperatures $\theta$ are counted from the coolant inlet temperature.

The basic result assumes the following:

- The width $w$, the channel length $L$ and the pressure drop $\Delta p$ are held fixed while $t$ varies.
- The flow is laminar and fully developed.
- The depth $H$ is much larger than the distance heat climbs in a wall.
- The temperature is uniform across the wall thickness, which requires $ht/2k\ll1$, where $h$ is the heat transfer coefficient.
- The channel floor takes no heat, and heat enters the wall root without constriction.
- The conductivity $k$ does not depend on $t$. In very thin silicon walls, phonon scattering at the surfaces lowers $k$; if $k\propto t^\alpha$, the optimum of Section 3 moves to $t/w=(1+\alpha)/(1-\alpha)$.

The algebra is classical and holds in any consistent units, atomic units included. Numbers are in engineering units.

## 2. The heat transfer coefficient depends on the width alone

Let $u$ be the mean speed, $a=w/2$ and $\eta=y/a$, with $\eta=0$ at mid-channel. The laminar profile is $\tfrac32u(1-\eta^2)$. Let each wall deliver a uniform flux $q_w$. In the developed state all temperatures rise along $x$ at the same rate, fixed by the heat balance $\rho c\,u\,w\,\partial_xT=2q_w$, where $\rho c$ is the heat capacity per volume. The energy equation becomes

$$\frac{d^2T}{d\eta^2}=\frac{q_wa}{k_f}\,\frac32(1-\eta^2).$$

The slope vanishes at $\eta=0$ by symmetry. Integrating twice and subtracting from the wall value gives

$$T_w-T=\frac{q_wa}{k_f}\left(\frac58-\frac34\eta^2+\frac18\eta^4\right).$$

The bulk temperature $T_m$ is the velocity-weighted mean, so

$$T_w-T_m=\frac{q_wa}{k_f}\,\frac32\int_0^1\left(\frac58-\frac{11}8\eta^2+\frac78\eta^4-\frac18\eta^6\right)d\eta=\frac{17}{35}\frac{q_wa}{k_f}.$$

With $h=q_w/(T_w-T_m)$ and the Nusselt number defined on the hydraulic diameter $2w$,

$$h=\frac{\mathrm{Nu}\,k_f}{2w},\qquad \mathrm{Nu}=\frac{140}{17}=8.235. \tag{1}$$

The flux on a real fin varies with depth and along the flow, so this value of Nu is an approximation there. The optimum needs only that $h$ does not contain $t$. For $k_f=0.61$ W/(m K), equation (1) gives $h=8.235\times0.61/(40\times10^{-6}\ \mathrm m)$, or 12.56 W/(cm² K).

## 3. The optimum

First let the coolant stay at its inlet temperature. In a slice of wall, the net heat conducted in equals the heat lost through two faces:

$$kt\,\theta''=2h\theta,\qquad \theta=\theta_be^{-z/\ell},\qquad \ell=\sqrt{\frac{kt}{2h}}.$$

The growing exponential is dropped because the wall is deep. The heat entering the root, per unit channel length, is $-kt\,\theta'(0)=kt\,\theta_b/\ell=\sqrt{2hkt}\,\theta_b$. There is one wall per pitch, so the conductance per chip area is

$$G(t)=\frac{\sqrt{2hkt}}{w+t}. \tag{2}$$

Since $(\sqrt w-\sqrt t)^2\ge0$, we have $w+t\ge2\sqrt{wt}$, with equality only at $t=w$. Hence

$$G(t)\le G(w)=\frac{\sqrt{2hkw}}{2w}=\frac{\sqrt{\mathrm{Nu}\,k\,k_f}}{2w}, \tag{3}$$

where the last step uses $2hw=\mathrm{Nu}\,k_f$. This is a global maximum over $t$.

A thicker wall carries more heat, but only as $\sqrt t$: a 1 % increase in $t$ raises the flow by 0.5 %. The same increase enlarges the pitch by the fraction $t/(w+t)$ of 1 %. Gain and cost balance when the wall fills half the pitch.

With $r=t/w$, equation (2) reads $G/G(w)=2\sqrt r/(1+r)$, which is unchanged when $r$ becomes $1/r$. At $r=1/2$ or $r=2$ it equals 0.943, which explains the two equal losses.

For $k=140$ W/(m K), equation (3) gives $\sqrt{8.235\times140\times0.61}/(40\times10^{-6})$ in SI units, or 66.3 W/(cm² K). A finite-difference solution of the wall equation gives the same value and an optimum at $t/w=1.0000$. The thickness is 20 µm, or $2\times10^5$ Å.

Equation (3) grows as $1/w$, so it does not select a channel width. At fixed pressure drop, narrow channels carry less water, and that must enter any choice of $w$.

## 4. Warming of the coolant

Laminar coolant does not mix over the depth, so water near the hot root warms more than water further away. Let $\theta_f(x,z)$ be the bulk temperature at each depth. The coolant and wall balances are

$$\rho c\,u\,w\,\frac{\partial\theta_f}{\partial x}=2h(\theta_w-\theta_f),\qquad kt\,\frac{\partial^2\theta_w}{\partial z^2}=2h(\theta_w-\theta_f).$$

Define $\xi=2hx/(\rho c\,u\,w)$. For uniform wall flux, $\xi$ is the bulk warming divided by the wall-to-bulk difference. Since $\mathrm{Re\,Pr}=2w\rho cu/k_f$, equation (1) gives $\xi=4\,\mathrm{Nu}\,x/(2w\,\mathrm{Re\,Pr})$. Between parallel plates with uniform wall flux, Nu comes within 5 % of its developed value at $x\approx0.0115\,\mathrm{Re\,Pr}\,2w$, which corresponds to $\xi\approx0.38$. By then the coolant has warmed by more than a third of the wall-to-bulk difference, and the fixed coolant temperature of Section 3 needs this correction.

Let the chip supply a uniform flux $q$, so that $-kt\,\partial_z\theta_w(0)=q(w+t)$. Measure depth as $Z=z/\ell$ and temperature in units of

$$\frac{q(w+t)\ell}{kt}=\frac{q(w+t)}{\sqrt{2hkt}}=\frac qG .$$

The scaled temperatures $\Theta$ then obey

$$\partial_\xi\Theta_f=\Theta_w-\Theta_f,\qquad \partial_Z^2\Theta_w=\Theta_w-\Theta_f,\qquad -\partial_Z\Theta_w(0)=1.$$

No $t$ remains. At fixed $u$, the root temperature is $(q/G)R(\xi)$ with $R$ independent of $t$, so $t=w$ gives the lowest chip temperature at every $x$.

To find $R$, take the Laplace transform in $\xi$ with $\Theta_f=0$ at the inlet. The coolant equation gives $\hat\Theta_f=\hat\Theta_w/(1+s)$. The wall equation becomes $\hat\Theta_w''=\kappa^2\hat\Theta_w$ with $\kappa^2=s/(1+s)$. The decaying solution with root slope $-1/s$ has

$$\hat R=\frac1{s\kappa}=\left(1+\frac1s\right)\frac1{\sqrt{s(s+1)}}.$$

The transform of $I_0(b\xi)$ is $1/\sqrt{s^2-b^2}$. Setting $b=\tfrac12$ and shifting $s$ by $\tfrac12$ shows that $1/\sqrt{s(s+1)}$ belongs to $e^{-\xi/2}I_0(\xi/2)$. The factor $1/s$ means integration from 0 to $\xi$. From $I_0'=I_1$ and $I_1'(v)=I_0-I_1/v$, one verifies that $ve^{-v}(I_0+I_1)$ has derivative $e^{-v}I_0$. With $v=\xi/2$,

$$R(\xi)=e^{-\xi/2}\left[(1+\xi)I_0(\xi/2)+\xi I_1(\xi/2)\right]. \tag{4}$$

For small $\xi$, $R\approx1+\xi/2$. For large $\xi$, $R\approx2\sqrt{\xi/\pi}$: the growth slows because heat climbs to cooler water deeper in the channel.

The argument extends to the thermal entrance region, where $h$ is not constant. Resolve the coolant temperature across $y$ and neglect its conduction along $z$. The coolant equations then contain no $z$ derivative. Substituting $z=\sqrt{t/w}\,z'$ turns $kt\,\partial_z^2$ into $kw\,\partial_{z'}^2$, and the root condition becomes

$$-kw\,\partial_{z'}\theta_w=q(w+t)\sqrt{w/t}.$$

The whole temperature field is proportional to $(w+t)/\sqrt t$, which is smallest at $t=w$.

In the example $\Delta p=2$ bar, $L=3$ mm and the viscosity is $\mu=0.85$ mPa s. The speed is $u=\Delta p\,w^2/(12\mu L)=2.61$ m/s and the Reynolds number is 123, so the flow is laminar. By the 5 % criterion above, the thermal entrance is about 0.33 mm long, or a ninth of the channel. The rough entrance lengths in the output, 0.25 mm for the velocity and 1.43 mm for the temperature, use the round-tube factor 0.05, and the second is much too long for a flat channel. At the outlet $\xi=3.45$ and $R=2.255$. For $q=500$ W/cm², $q/G=500/66.3=7.54$ K, and the outlet rise is $7.54\times2.255=17.0$ K, equivalent to about 1.5 meV.

A calculation that resolves the water temperature across the channel, thermal entrance included, gives 17.0 K and an optimum at $t/w=0.9998$. The close agreement in temperature holds at the outlet and does not show that a constant $h$ is equally accurate near the inlet. The agreement in thickness is what the scaling requires.

The condition of fixed speed matters. If the total flow through the cooler is fixed instead, thicker walls mean fewer channels, $u\propto w+t$, and $\xi\propto1/(w+t)$. Equation (4) gives $R'=\tfrac12e^{-\xi/2}(I_0+I_1)>0$, so thicker walls then lower $R$, and the optimum moves above $t=w$. The shift can be large: if the example's total flow is held at its value for $t=w$, the optimum for deep channels lies a little above $t/w=3$, at about twice the pressure drop.

## 5. How deep is deep enough

**Unwarmed coolant.** With an insulated tip at $z=H$, the wall profile is $\cosh[(H-z)/\ell]$, and the root flow acquires a factor $\tanh N$, where $N=H/\ell\propto t^{-1/2}$. Set the derivative of $\ln G$ with respect to $\ln t$ to zero, using $d\ln\tanh N/dN=2/\sinh2N$ and $dN/d\ln t=-N/2$:

$$\frac12-\frac N{\sinh2N}=\frac t{w+t}
\quad\Longrightarrow\quad
\frac tw=\frac{\sinh2N-2N}{\sinh2N+2N}. \tag{5}$$

Here $N$ is evaluated at the optimum $t$, so the equation is solved by iteration or root finding. In its first form the left side falls with $t$ and the right side rises, so the root is unique.

For large $N$, $t/w\approx1-8Ne^{-2N}$. For small $N$, expanding the hyperbolic sine gives $t/w\approx N^2/3$. Inserting $N^2=2hH^2/(kt)$ and $2hw=\mathrm{Nu}\,k_f$ gives $t\approx H\sqrt{\mathrm{Nu}\,k_f/3k}$. In this shallow limit the walls are nearly isothermal, and their thickness is set by depth instead of width. For silicon and water, however, $N$ is small only when the channel is no deeper than about its width. The parallel-plate $h$ fails there, so this is a limit of the formula and not a design rule.

At $t=w$ the example has $\ell=105.6$ µm. The chosen depth of 600 µm gives $N=5.68$ and an optimum at $t/w=0.9995$. A depth of 158 µm would give 0.679.

**Warming coolant.** A finite depth changes the transform of Section 4 to $\hat R_N=\coth(N\kappa)/(s\kappa)$. Use the expansion

$$\frac{\coth N\kappa}{\kappa}=\frac1{N\kappa^2}+\frac2N\sum_{n\ge1}\frac1{\kappa^2+\lambda_n},\qquad \lambda_n=\left(\frac{n\pi}N\right)^2 .$$

The first term inverts to $(1+\xi)/N$. For each $n$, partial fractions give

$$\frac{1+s}{s[(1+\lambda_n)s+\lambda_n]}=\frac1{\lambda_n}\left[\frac1s-\frac1{(1+\lambda_n)s+\lambda_n}\right].$$

Inverting, and using $\sum_n2/(N\lambda_n)=N/3$, leads to

$$R_N=\frac{1+\xi}N+\frac N3-\frac2N\sum_{n\ge1}\frac{e^{-\lambda_n\xi/(1+\lambda_n)}}{\lambda_n(1+\lambda_n)}. \tag{6}$$

The terms fall as $n^{-4}$. To find the best thickness, minimise $(q/G)R_N$ over $t$, remembering that $N$ depends on $t$.

Warming makes the depth requirement stricter. Taking $s\sim1/\xi$ in $\kappa$ gives a rough penetration depth $\ell\sqrt{1+\xi}$, about 220 µm at the outlet. The optimum at 600 µm depth moves to 0.968, and the resolved calculation gives 0.969. At twice the depth it returns to 1.000. The effect on temperature is negligible in this model: the outlet rise is 17.04 K both at $t=w$ and at the best thickness. The floor and root effects of Section 6 raise it by about 3 %, to 17.6 K, mostly because the water near the floor is slow. None of these rises includes the one-dimensional drop through the base, which for 40 µm of silicon adds a further 1.4 K at the heated face.

## 6. Floor cooling and the wall root

A cooled floor adds $hw\,\theta_b$ per pitch. With $v=\sqrt{t/w}$,

$$G\propto\frac{v+\varepsilon}{1+v^2},\qquad \varepsilon=\frac{hw}{\sqrt{2hkw}}=\sqrt{\frac{\mathrm{Nu}\,k_f}{4k}}.$$

Setting the derivative to zero gives $1+v^2-2v(v+\varepsilon)=0$, so

$$\frac tw=\left(\sqrt{1+\varepsilon^2}-\varepsilon\right)^2\approx1-2\varepsilon. \tag{7}$$

Here $\varepsilon=0.0947$ and $t/w=0.828$. In this estimate the shift is first order in a small number, and extra depth does not remove it. But assigning the sidewall $h$ to the floor overstates its cooling, because the water is at rest at the floor and slow in the corners. The thinning in equation (7) is therefore not a reliable guide to a real channel.

Heat must also converge from the full pitch into the wall root. A two-dimensional conduction calculation for a 40 µm silicon base with deep walls and unwarmed water includes this. With an insulated floor, the optimum is $t/w=1.052$. The temperature drop across the wall thickness, also included, penalises thick walls, so the shift upward comes from the constriction. With a floor cooled at the full sidewall $h$, the optimum is 0.867. The finite mesh makes both of these optima about 0.004 too high.

The maximum is flat, however. In that last case, choosing $t=w$ raises the thermal resistance by only about 0.2 % above its minimum, with the one-dimensional resistance of the base subtracted from both. When the water's slow motion near the floor and its warming are also resolved, at 600 µm depth and fixed pressure drop, the optimum lies near $t/w=1.02$, and choosing $t=w$ costs almost nothing.

## 7. Other neglected effects

**Silicon conductivity.** Let $k$ depend on temperature and keep the coolant unwarmed. Multiply $t(k\theta')'=2h\theta$ by $k\theta'$ and integrate from the cold end:

$$\frac t2(k\theta')_0^2=2h\int_0^{\theta_b}k\theta\,d\theta,\qquad
\text{root flow}=\sqrt{4ht\int_0^{\theta_b}k\theta\,d\theta}.$$

The root flow is still proportional to $\sqrt t$, so $t=w$ survives. For $k\propto T^{-1.3}$, a rough law for silicon near room temperature, the root flow for a root 17.04 K above unwarmed coolant is 2.4 % lower than with constant $k$. With warming coolant and a fixed chip flux, the outlet rise grows by a similar fraction, 2.3 %, to 17.4 K.

**Conduction along the depth in water.** This path does not need the wall and so favours thinner walls. In the resolved calculation it lowers the optimum $t/w$ by about 0.006.

**Viscosity.** If the viscosity were 20 % lower throughout, $\xi$ would fall by 20 % and the outlet rise from 17.0 to 15.5 K. A viscosity that varies with depth is not modelled.

**Conduction along the flow in the wall.** Away from the channel ends, its size relative to conduction along the depth is roughly $(\ell/L)^2=0.0012$. Near insulated ends its effect is of order $\ell/L=0.035$, so the inlet and outlet temperatures can shift by a few percent.

## 8. Use in a real cooler

The material values are rough ones for water and silicon near 300 K. Channels tens of micrometres wide are a realistic scale for etched silicon, but a depth of 30 widths is steep, and 500 W/cm² is high for an average over a whole chip. The 3 mm flow path suits a cooler with closely spaced inlets and outlets.

Two assumptions are easily broken: fixed pressure drop and sufficient depth. If the total flow is held fixed instead, at its value for $t=w$, equation (6) moves the example's optimum to about $t/w=2.7$ at 600 µm depth, and $t=w$ gives an outlet rise about 11 % above the minimum. With the floor, the root and the water temperature resolved, these become about 2.8 and 12 %. Depth can fail through a longer flow path. At fixed pressure drop $u\propto1/L$, so $\xi\propto L^2$. A 10 mm path would give $\xi\approx38$ and a penetration depth near 660 µm, more than the channel has. Equation (6) must then replace the rule. Shallow channels break it even without warming, as the value 0.679 at 158 µm shows.

For implementation:

1. Fix $w$, $L$ and $\Delta p$; compute $u$, $h$ and the outlet $\xi$.
2. Start from $t=w$ and compare $H$ with $\ell\sqrt{1+\xi}$.
3. If $H$ is not several times larger, minimise $(q/G)R_N$ over $t$.
4. Do not thin the walls on account of equation (7). The floor and root corrections act in opposite directions, and the floor correction is overstated there. In the example, at fixed pressure drop, $t=w$ remains a good choice.

The numerical output that follows lists the main inputs and results.

## Calculated quantities

```
channel width w = 20.0 um
channel depth H = 600 um
channel length L = 3.0 mm
pressure drop = 2.0 bar
chip heat flux q = 500 W/cm2
coolant inlet temperature = 300 K
silicon conductivity k = 140 W/(m K)
water conductivity k_f = 0.61 W/(m K)
water density = 1000 kg/m3
water heat capacity = 4180 J/(kg K)
water viscosity = 0.85 mPa s
Nusselt number = 140/17 = 8.2353
heat transfer coefficient h = 12.56 W/(cm2 K)
fin length at t = w: 105.6 um
H / fin length at t = w: 5.68
wall Biot number h t/(2 k) at t = w: 0.00897
optimum t/w, discretized deep fin = 1.0000
optimum thickness t = 20.0 um = 2e+05 angstrom
G at t = w, formula = 66.30 W/(cm2 K)
G at t = w, discretized fin = 66.30 W/(cm2 K)
loss of G at t = w/2: 5.72 %
loss of G at t = 2w: 5.72 %
mean water speed u = 2.61 m/s
Reynolds number = 123
Prandtl number = 5.82
flow entrance length, rough = 0.25 mm
thermal entrance, rough = 1.43 mm
warming coordinate at outlet xi = 3.448
warming factor R(xi), infinite depth = 2.255
rise q/G without water warming = 7.54 K
outlet rise, infinite depth = 17.00 K = 1.465 meV
outlet rise, resolved water, deep = 17.01 K
optimum t/w, resolved warming water, deep = 0.9998
optimum t/w with depth conduction in water = 0.9939
test depth 158 um, unwarmed: t/w = 0.679
optimum t/w at depth H, unwarmed water = 0.9995
optimum t/w at depth H, warming water = 0.968
same, resolved water = 0.969
optimum t/w at depth 2H, warming water = 1.000
outlet rise at depth H, t = w: 17.04 K
outlet rise at depth H, best t: 17.04 K
floor parameter epsilon = 0.0947
optimum t/w with cooled floor, formula = 0.828
optimum t/w, 2D silicon, insulated floor = 1.052
optimum t/w, 2D silicon, cooled floor = 0.867
2D resistance x G, insulated floor, t = w: 1.0263
2D resistance x G, cooled floor, t = w: 0.9315
2D resistance penalty of t = w, cooled floor: 0.23 %
fin flow loss from k(T) at outlet rise: 2.38 %
outlet rise if viscosity is 20 % lower = 15.50 K
streamwise conduction (fin length/L)^2 = 0.00124
```
